# Why frozen cores underestimate proton stopping: the L shell of aluminium

## 1. One electron with one frequency

Let a fast proton pass an electron that responds in the simplest way. For a gentle push, with momentum transfer \(q<\sqrt{2\omega_0}\), the electron absorbs its binding frequency \(\omega_0\). For a hard push, \(q>\sqrt{2\omega_0}\), it recoils like a free electron at rest and absorbs \(q^2/2\). Hartree atomic units are used: \(\hbar=m_e=e=1\), and velocities are in atomic units.

A heavy projectile of velocity \(v\) that gives up momentum \(\mathbf q\) loses the energy \(\mathbf q\cdot\mathbf v\le qv\). An excitation \(\omega\) is therefore possible for \(\omega\le qv\). The gentle branch requires \(q\ge\omega_0/v\). The hard branch requires \(q^2/2\le qv\), or \(q\le 2v\). Sections 2 and 3 show that each interval \(dq/q\) counts equally, so the dimensionless stopping number is

\[
\Lambda=\int_{\omega_0/v}^{2v}\frac{dq}{q}=\ln\frac{2v^2}{\omega_0}.
\]

This holds when the lower limit is below the upper one, \(v>\sqrt{\omega_0/2}\). Below that velocity neither branch is open and \(\Lambda=0\), so this electron has a sharp threshold.

Now take one core electron of frequency \(\omega_c\) and one valence electron of frequency \(\omega_v<\omega_c\). Freezing the core deletes the first term of

\[
\Lambda=\ln\frac{2v^2}{\omega_c}+\ln\frac{2v^2}{\omega_v}.
\]

Nothing is lost below \(\sqrt{\omega_c/2}\). Above it the lost share grows towards one half, because the two logarithms differ by the constant \(\ln(\omega_c/\omega_v)\) while both increase. A real shell keeps the overall growth but not the sharp threshold.

## 2. The energy loss of a fast proton

The proton is bare, non-relativistic and treated in the first Born approximation. The result is averaged over all impact parameters. The Fourier transform of its Coulomb interaction with an electron has magnitude \(4\pi/q^2\). For a transition \(i\to m\) of energy \(\omega=E_m-E_i\), write \(F=\langle m|e^{i\mathbf q\cdot\mathbf r}|i\rangle\). The golden-rule rate divided by the flux \(v\) is the cross section

\[
\sigma=\frac{2\pi}{v}\int\frac{d^3q}{(2\pi)^3}\frac{16\pi^2}{q^4}|F|^2\,\delta(\omega-\mathbf q\cdot\mathbf v).
\]

The proton's recoil energy \(q^2/2M\) is dropped because its mass \(M\) is large. For spherically averaged shells \(|F|^2\) depends on \(q\) alone. The angular integral of the delta function is \(2\pi/(qv)\) for \(q\ge|\omega|/v\) and zero otherwise. The factors combine as \(2\pi\cdot16\pi^2\cdot2\pi/(8\pi^3)=8\pi\), so

\[
\sigma=\frac{8\pi}{v^2}\int_{|\omega|/v}^{\infty}\frac{dq}{q^3}|F|^2 .
\]

Define the generalized oscillator strength \(f(q)=2\omega|F|^2/q^2\). Then \(\omega|F|^2=q^2f/2\). Multiplying \(\sigma\) by the loss \(\omega\) and the atomic density \(n_{\rm at}\), and summing, gives

\[
S=n_{\rm at}\frac{4\pi}{v^2}\Lambda,\qquad
\Lambda=\sum_i n_i\sum_m\int_{|\omega|/v}^{\infty}\frac{dq}{q}\,f_{mi}(q),
\]

with \(n_i\) electrons in orbital \(i\).

**What freezing removes.** In a frozen-core calculation, with PAW or a pseudopotential, only the valence orbitals are propagated. PAW augmentation restores their shape near the nucleus, but it adds no transitions that start in the core. The missing terms lead from core orbitals to empty states, all of which lie higher. Hence \(\omega>0\), \(f\ge0\), and each missing term is positive or zero. Within this first-order model that is the reason for the underestimate.

## 3. Counting the strength of a shell

Let \(H=p^2/2+V(\mathbf r)\) with a local potential, and \(\rho=e^{i\mathbf q\cdot\mathbf r}\). Since \(V\) commutes with \(\rho\), \([H,\rho]=\rho(\mathbf q\cdot\mathbf p+q^2/2)\). With \(\rho\,\mathbf p\,\rho^\dagger=\mathbf p-\mathbf q\),

\[
[\rho^\dagger,[H,\rho]]=\left(\mathbf q\cdot\mathbf p+\tfrac{q^2}{2}\right)-\left(\mathbf q\cdot\mathbf p-q^2+\tfrac{q^2}{2}\right)=q^2 .
\]

The expectation value of the left side in orbital \(i\) is \(\sum_m\omega(|\langle m|\rho|i\rangle|^2+|\langle m|\rho^\dagger|i\rangle|^2)\). After spherical averaging the two parts are equal, so \(\sum_m\omega|F|^2=q^2/2\), or

\[
\sum_m f_{mi}(q)=1\quad\text{at every }q .
\]

This sum includes occupied final states, which the Pauli principle forbids. Including them does no harm to the total: \(i\to j\) and \(j\to i\) have the same \(|F|^2\) and the same lower limit, but opposite \(\omega\), so they cancel. In this bookkeeping the K, L and M shells of aluminium carry 2, 8 and 3 electrons of strength.

**The shell's Bethe logarithm.** At high \(v\), choose \(q_0\) well above the important values of \(|\omega|/v\) but well below the inverse shell radius. Below \(q_0\), \(f\) has its dipole value, and a shell of \(N\) electrons gives

\[
\sum f\ln\frac{q_0v}{|\omega|}=N\ln\frac{q_0v}{I},\qquad N\ln I=\sum f\ln|\omega| .
\]

The sums run over all electrons of the shell and all final states. Above \(q_0\), nearly all the strength satisfies \(\omega<qv\) until the free-recoil limit \(q=2v\), so the sum rule gives \(N\ln(2v/q_0)\). Adding the parts removes \(q_0\):

\[
\Lambda_{\rm shell}\to N\ln\frac{2v^2}{I}.
\]

## 4. First contribution: the valence electrons

The three valence electrons of solid aluminium are modelled as a homogeneous gas with the Lindhard dielectric function \(\varepsilon(q,\omega)\). For a gas of density \(n\), linear response gives \(\mathrm{Im}(-1/\varepsilon)=(4\pi^2n/q^2)\sum|F|^2\delta(\omega-\omega_m)\), where \(|F|^2\) is now the squared matrix element of \(\sum_j e^{i\mathbf q\cdot\mathbf r_j}\) per electron. Insert \(|F|^2=q^2f/(2\omega)\) and \(\omega_p^2=4\pi n\):

\[
\Lambda_{\rm val}=3\,\frac{2}{\pi\omega_p^2}\int\frac{dq}{q}\int_0^{qv}\omega\,\mathrm{Im}\!\left(\frac{-1}{\varepsilon}\right)d\omega .
\]

At high \(v\) this is again a Bethe logarithm, with \(I=\omega_p\). Its first correction has two sources.

*Small \(q\).* An electron of momentum \(\mathbf p\) sees the frequency \(\omega-\mathbf q\cdot\mathbf p\). Expanding \(\varepsilon\simeq1-\omega_p^2\langle(\omega-\mathbf q\cdot\mathbf p)^{-2}\rangle\) with \(\langle(\mathbf q\cdot\mathbf p)^2\rangle=q^2v_F^2/5\) gives the plasmon \(\omega^2\simeq\omega_p^2+\tfrac35v_F^2q^2\), where \(v_F\) is the Fermi velocity. The plasmon opens when \(qv=\omega\), at \(q_1^2=\omega_p^2/(v^2-\tfrac35v_F^2)\). Thus \(-\ln q_1\) changes by \(-\tfrac{3}{10}v_F^2/v^2\).

*Large \(q\).* Now \(\omega=q^2/2+qp_z\), with \(p_z\) along \(\mathbf q\). The strength is \(2\omega/q^2=1+2p_z/q\), and the upper limit is \(2(v-p_z)\). From a fixed \(q_0\) upwards,

\[
\int_{q_0}^{2(v-p_z)}\frac{dq}{q}\left(1+\frac{2p_z}{q}\right)
=\ln\frac{2(v-p_z)}{q_0}+\frac{2p_z}{q_0}-\frac{p_z}{v-p_z}.
\]

Averaging with \(\langle p_z\rangle=0\), the logarithm contributes \(-\langle p_z^2\rangle/(2v^2)\) and the last term \(-\langle p_z^2\rangle/v^2\). With \(\langle p_z^2\rangle=v_F^2/5\) the sum is again \(-\tfrac{3}{10}v_F^2/v^2\). Together,

\[
\Lambda_{\rm val}\simeq3\left[\ln\frac{2v^2}{\omega_p}-\frac{3v_F^2}{5v^2}\right].
\]

The full integral was tested against this expression at \(v=6\) and 12; they agree within 0.01 per electron.

For a chosen lattice parameter of 4.05 Å, \(v_F=0.925\) and \(\omega_p=15.78\) eV, or 0.580 hartree. At \(v=4\),

\[
\Lambda_{\rm val}\simeq3\left[\ln\frac{32}{0.580}-\frac{0.6\times0.856}{16}\right]=3(4.011-0.032)=11.9 .
\]

## 5. Second contribution: the L shell

The core orbitals come from a spherical aluminium atom with exchange-only local-density potential, held fixed during the collision. Induced fields in the core and core-valence screening are left out. The 2s and 2p levels lie at \(-105.4\) and \(-68.1\) eV.

The dipole strengths give \(I_L=165.1\) eV. Extrapolating the complete \(q\) integral to high velocity, with the same orbitals, gives 165.2 eV. The Bethe logarithm vanishes at

\[
v_0=\sqrt{\frac{I_L}{2}}=\sqrt{\frac{6.07}{2}}=1.74,
\]

a proton energy of 76 keV. For the electron of Section 1 this would be the threshold. For the real shell, L electrons already supply 13.5 percent of the stopping there.

Two things soften the threshold. First, \(I_L\) is only a mean. Excitation begins near the 2p binding energy of 68.1 eV, or 2.5 hartree, for which the electron of Section 1 would have its threshold at \(v=\sqrt{2.5/2}=1.12\). Second, the L electrons move, which allows some loss even at \(v=1\), below that value. The proton must transfer at least \(q=\omega/v\), so at \(v=1\) an energy of 2.5 hartree needs \(q\ge2.5\). The mean squared momentum per L electron is 20.1, so the root-mean-square momentum is \(\sqrt{20.1}=4.5\); most of the electrons' momenta lie below this value, because a tail of high momenta raises it. The orbitals thus contain momenta comparable with the required transfer, and for energies between 2.5 and 3 hartree the generalized oscillator strength at this \(q\) is smaller than in the dipole limit but does not vanish. An electron at rest has no such reserve.

The L-shell stopping numbers show how far the Bethe logarithm can be used:

| \(v\) | Bethe logarithm | full Born |
|---|---:|---:|
| 1.5 | −2.39 | 0.59 |
| 2 | 2.21 | 1.58 |
| 3 | 8.70 | 4.93 |
| 6 | 19.79 | 16.46 |
| 12 | 30.88 | 29.68 |

The logarithm errs in both directions. It is negative at \(v=1.5\), where the true contribution is positive, and at \(v=3\) it is 76 percent above the full Born value. At \(v=12\) the excess is 4 percent. The Born column counts only empty final states, whereas the logarithm includes occupied ones, but the effect of this bookkeeping is small beside the differences in the table.

With the same final states on both sides, a fit between \(v=7\) and 15 gives a \(1/v^2\) coefficient of \(-22.6\) per L electron, 12 percent larger in size than the mean squared momentum. In the gas the coefficient is \(-\tfrac35v_F^2=-\langle p^2\rangle\). The same value is the limit for a bound electron in a local potential. At large \(q\) the argument of Section 4 gives \(-\langle p^2\rangle/2\). At small \(q\) the lower limit \(|\omega|/v\) contributes minus one half of the \(q^2\) coefficient of \(\sum f\omega^2=\langle\nabla^2V\rangle/3+q^2\langle p^2\rangle+q^4/4\), again \(-\langle p^2\rangle/2\). The limit is approached slowly: for hydrogen, with \(\langle p^2\rangle=1\), \(v^2\) times the departure from the Bethe logarithm is \(-1.10\) at \(v=5\) and \(-1.01\) at \(v=20\). The 12 percent excess therefore reflects the moderate velocities of the fit.

## 6. Small contributions: the K shell and the overlap

The K shell has \(I_K=2311\) eV. At \(v=4\) it supplies 0.0067 eV/Å of a total of 7.56 eV/Å, about 0.1 percent. At \(v=12\) it supplies 0.054 of 1.99 eV/Å, or 2.7 percent. Over this range the K shell can stay frozen at little cost.

The second small item comes from joining an atomic core to a separate electron gas. The dipole strength from the core to occupied valence states is 0.128 electrons. These transitions are forbidden, so the core keeps \(10-0.128=9.872\) electrons of dipole strength. In a consistent atom the valence electrons would gain the 0.128, because their downward transitions are forbidden too. The gas has just 3, so the combined model is short by 0.128 out of 13, or 1 percent, in the dipole region.

## 7. Weighing the contributions

Stopping is given in eV/Å. The last column is the K and L share, which a frozen core loses.

| \(v\) | E (keV) | valence | L | lost (%) |
|---|---:|---:|---:|---:|
| 1 | 25 | 8.67 | 0.69 | 7 |
| 1.5 | 56 | 13.37 | 1.52 | 10 |
| 2 | 100 | 10.71 | 2.28 | 18 |
| 4 | 400 | 4.30 | 3.26 | 43 |
| 8 | 1599 | 1.46 | 1.99 | 58 |
| 12 | 3597 | 0.75 | 1.19 | 63 |

At \(v=4\) the lost share is

\[
\frac{3.255+0.007}{4.298+3.255+0.007}=0.431 .
\]

The stopping numbers give a cross-check: the L-to-valence ratio is \(9.03/11.9=0.76\), and the table gives \(3.26/4.30=0.76\).

The question of when L electrons contribute thus needs a stated share. They supply 10 percent at \(v=1.49\) (55 keV), 25 percent at \(v=2.46\) (151 keV) and 50 percent at \(v=5.16\) (666 keV). The first value should not be read as a sharp onset. Between \(v=1\) and 1.5 the share grows slowly and not monotonically: it reaches 8.8 percent at \(v=1.25\), dips to 8.5 percent at \(v=1.3\), just after the plasmon opens near \(v=1.27\), and first crosses 10 percent near \(v=1.49\). The Born parameter \(1/v\) is also not small there.

**The limit of high velocity.** Let \(I_c\) be the mean excitation energy of the ten core electrons and \(I\) that of all thirteen. Neglecting the overlap and the \(1/v^2\) terms,

\[
\frac{\Lambda_{\rm core}}{\Lambda}=\frac{10\ln(2v^2/I_c)}{13\ln(2v^2/I)}
=\frac{10}{13}\left[1-\frac{\ln(I_c/I)}{\ln(2v^2/I)}\right].
\]

Here \(\ln I_c=(2\ln2311+8\ln165.1)/10=5.63\) with energies in eV, so \(I_c\simeq280\) eV, while \(I=144\) eV. The share tends to \(10/13\), or 77 percent, but slowly. At \(v=12\) the formula gives 64 percent, against 62.5 percent from the full calculation. To reach 70 percent it needs \(v\simeq65\), nearly half the speed of light, where the non-relativistic treatment has already failed. These mean excitation energies belong to the model: the accepted value for aluminium is about 166 eV, not 144 eV. If the whole difference is placed in the core, the formula gives 63 percent at \(v=12\) and needs \(v\simeq88\) for 70 percent, so the model somewhat overstates the core share.

## 8. Where these weights apply

The shares describe a proton that samples all impact parameters. A momentum transfer of at least \(\omega/v\) corresponds to distances up to about \(v/\omega\). For \(v=4\) and \(\omega=I_L\) this is \(4/6.07=0.66\) bohr, measured from the L electron, which itself stays close to the nucleus. For excitations near the 2.5 hartree threshold it is 1.6 bohr. The axis of a \(\langle100\rangle\) channel lies 2.7 bohr from the atomic rows, so at this velocity a channelled proton should lose less to the core than the table states, and a frozen core does less harm. The protection weakens with speed: at \(v=12\) the reach is 2.0 bohr for \(I_L\) and 4.8 bohr for the threshold.

Near and below \(v=2\), electron capture by the proton and terms of higher order in its charge change the absolute stopping. The onset velocities there are estimates within the first-order model. For a time-dependent calculation on randomly directed protons in aluminium, the table suggests propagating the 2s and 2p electrons at \(v=1.5\) and above if a 10 percent loss matters. Between \(v=1\) and 1.5 the model puts the loss between 7 and about 10 percent, but the first-order treatment is least reliable there. By \(v=4\) a frozen L shell removes more than two fifths of the stopping. Silicon follows the same argument, but its velocities require its own orbitals and valence density.

The tabulated values are in the numerical output below.

## Table of computed values

```
Lattice parameter: 4.05 angstrom
Al3+ 2p level, radial grid: -3.7542 hartree
Al3+ 2p level, Gaussian basis: -3.7541 hartree
Al atom 1s level: -1498.7 eV
Al atom 2s level: -105.4 eV
Al atom 2p level: -68.1 eV
Largest sum-rule error, q < 30 a.u.: 1.1e-03
Fermi velocity: 0.925 a.u.
Valence plasmon energy: 15.78 eV
K mean excitation energy: 2311 eV
L mean excitation energy (dipole): 165.1 eV
L mean excitation energy (from q integral): 165.2 eV
Combined mean excitation energy: 144 eV
Fitted 1/v^2 coefficient per L electron: -22.6 a.u.
Mean squared momentum per L electron: 20.1 a.u.
Dipole strength core -> occupied valence: 0.128 electrons
Zero of L Bethe logarithm: v = 1.74 a.u., 76 keV
L share of stopping there: 13.5 percent
L share 10 percent: v = 1.49 a.u., 55 keV
L share 25 percent: v = 2.46 a.u., 151 keV
L share 50 percent: v = 5.16 a.u., 666 keV
Stopping in eV/angstrom; lost = K and L share in percent
v(a.u.)  E(keV)  valence    L      K     lost
   1.0       25    8.669   0.685  0.0000    7.3
   1.5       56   13.371   1.516  0.0000   10.2
   2.0      100   10.714   2.283  0.0003   17.6
   3.0      225    6.482   3.159  0.0021   32.8
   4.0      400    4.298   3.255  0.0067   43.1
   6.0      899    2.309   2.636  0.0220   53.5
   8.0     1599    1.457   1.987  0.0376   58.2
  10.0     2498    1.010   1.517  0.0485   60.8
  12.0     3597    0.745   1.189  0.0540   62.5
L stopping numbers (dimensionless): Bethe logarithm, full Born
v =  1.5 a.u.:   -2.39    0.59
v =  2.0 a.u.:    2.21    1.58
v =  3.0 a.u.:    8.70    4.93
v =  4.0 a.u.:   13.30    9.03
v =  6.0 a.u.:   19.79   16.46
v = 12.0 a.u.:   30.88   29.68
Limit of lost share at very high v: 76.9 percent
```
